\section*{Flight time of a 28 dalton ion accelerated through 5 kV}

\section{Problem}

In a time-of-flight mass spectrometer an ion is identified by the time it needs to reach a detector. A singly charged ion of mass $m=28$ Da starts at rest, is accelerated through a voltage $V=5$ kV, and is detected on the axis of the instrument at a distance $L=100$ mm from its starting point. The clock starts when the ion leaves.

\begin{enumerate}
\item Estimate the flight time from the dimensions of the given quantities.
\item Calculate it, neglecting the distance over which the ion accelerates.
\item Find how large an error this neglect can cause, and evaluate it for an atom probe, where the ion leaves a sharp tip.
\end{enumerate}

The mass is that of the ion itself, $V$ is the total drop of potential between start and detector, and the motion is non-relativistic. The charge is written $ne$, with $e>0$ and here $n=1$. One dalton is $1.660539\times10^{-27}$ kg, so
\[
m=28\times1.660539\times10^{-27}\ \mathrm{kg}=4.6495\times10^{-26}\ \mathrm{kg}.
\]

\section{First estimate by scaling}

Charge and voltage enter the equation of motion through the force, which is the charge times the gradient of the potential. If all potentials are scaled by a common factor, the force depends on charge and voltage through the product $E=neV$ alone, which is an energy. If the acceleration distance is neglected, $L$ is the only length. The time must then have the form
\[
t=C\,L^{a}m^{b}E^{c},
\]
with a pure number $C$. Since $E$ has the unit $\mathrm{kg\,m^2\,s^{-2}}$, comparing the powers of kilogram, metre and second gives
\[
b+c=0,\qquad a+2c=0,\qquad -2c=1 .
\]
The last equation gives $c=-\tfrac12$, and the other two give $b=\tfrac12$ and $a=1$. Hence
\begin{equation}
t=C\,L\sqrt{\frac{m}{neV}} .
\label{eq:scaling}
\end{equation}

Dimensions do not fix $C$. Setting $C=1$ gives the estimate. The energy is
\[
eV=1.602177\times10^{-19}\ \mathrm{C}\times5000\ \mathrm{V}=8.0109\times10^{-16}\ \mathrm{J},
\]
and therefore
\[
t_{\rm est}=0.100\ \mathrm{m}\times
\sqrt{\frac{4.6495\times10^{-26}\ \mathrm{kg}}{8.0109\times10^{-16}\ \mathrm{J}}}
\approx7.6\times10^{-7}\ \mathrm{s}=0.76\ \mu\mathrm{s}.
\]

\section{Exact solution without acceleration distance}

\subsection{Speed and time}

Let $s$ be the distance travelled, $u=ds/dt$ the speed, and $U(s)$ the voltage through which the ion has already fallen. Thus $U(0)=0$, and $U=V$ once the acceleration is complete. The forward field is $F=dU/ds$. It is positive because a positive ion is driven towards lower potential. Newton's equation is
\[
m\frac{du}{dt}=ne\,\frac{dU}{ds}.
\]
Multiplying by $u=ds/dt$ turns both sides into time derivatives:
\[
\frac{d}{dt}\left(\frac{mu^2}{2}\right)=ne\,\frac{dU}{dt}.
\]
Integrating from the start, where $u=0$ and $U=0$, gives
\begin{equation}
\frac{mu^2}{2}=neU .
\label{eq:energy}
\end{equation}
After the full drop $U=V$ the speed has its final value $v$:
\begin{equation}
v=\sqrt{\frac{2neV}{m}} .
\label{eq:speed}
\end{equation}

If the acceleration distance is neglected, the ion covers the whole path at this speed, so
\begin{equation}
t=\frac{L}{v}=L\sqrt{\frac{m}{2neV}} .
\label{eq:time}
\end{equation}
The numbers are
\[
v=\sqrt{\frac{2\times8.0109\times10^{-16}\ \mathrm{J}}{4.6495\times10^{-26}\ \mathrm{kg}}}
=1.8563\times10^{5}\ \mathrm{m/s},
\]
\[
t=\frac{0.100\ \mathrm{m}}{1.8563\times10^{5}\ \mathrm{m/s}}
=5.387\times10^{-7}\ \mathrm{s}\approx0.54\ \mu\mathrm{s}.
\]

For repeated use, let $M$ be the mass in dalton, $L$ the path in millimetres and $V$ the voltage in volts. Converting metres to millimetres gives a factor $10^{-3}$, and converting seconds to microseconds gives $10^{6}$. With the SI values of the dalton and of $e$ under the root, the constant is $10^3\sqrt{1.660539\times10^{-27}/(2\times1.602177\times10^{-19})}=0.071987$, so that
\[
t[\mu\mathrm{s}]=0.071987\,L\,\sqrt{\frac{M}{nV}},
\qquad
0.071987\times100\times\sqrt{\frac{28}{5000}}=0.5387 .
\]

\subsection{From time back to mass}

Squaring Eq.~(\ref{eq:time}) and solving for the mass gives
\begin{equation}
\frac{m}{n}=\frac{2eV\,t^2}{L^2}.
\label{eq:mass}
\end{equation}
The time determines the ratio of mass to charge number, not the mass itself. A doubly charged ion of 56 Da arrives together with a singly charged ion of 28 Da. The main isotopes of iron and silicon come close to this case.

The effect of small changes follows from the logarithm of Eq.~(\ref{eq:time}),
\[
\ln t=\ln L+\tfrac12\ln m-\tfrac12\ln V-\tfrac12\ln(2ne).
\]
At fixed charge, its differential is
\begin{equation}
\frac{dt}{t}=\frac{dL}{L}+\frac{dm}{2m}-\frac{dV}{2V}.
\label{eq:small}
\end{equation}
For one additional dalton this gives $538.7\ \mathrm{ns}/56=9.6$ ns. The full formula gives $538.7\ \mathrm{ns}\times(\sqrt{29/28}-1)=9.54$ ns. This step between neighbouring masses is the scale against which timing errors must be judged.

\section{The neglected acceleration distance}

\subsection{Uniform field}

Let the whole voltage drop occur in a gap of length $D$, which is the first part of the path $L$. In a uniform field the acceleration is constant and the ion starts at rest, so its mean speed in the gap is $v/2$. The gap takes $2D/v$, and the remaining path takes $(L-D)/v$. The total is
\begin{equation}
t_{\rm uniform}=\frac{2D}{v}+\frac{L-D}{v}=\frac{L+D}{v}.
\label{eq:uniform}
\end{equation}
Compared with $L/v$, the ion is late by $D/v$, a relative error of $D/L$. For a gap of 10 mm the total is $1.1\times0.5387\ \mu\mathrm{s}=0.5926\ \mu\mathrm{s}$. The neglect then costs ten percent of $L/v$, and Eq.~(\ref{eq:uniform}) should be used instead.

\subsection{A bound for other fields}

Suppose that the field points forward and never grows along the path. Its average over $[0,s]$ is then at least $F(s)$, and its average over $[s,D]$ is at most $F(s)$:
\[
\frac{U(s)}{s}\ \ge\ F(s)\ \ge\ \frac{V-U(s)}{D-s}.
\]
Multiplying the outer terms by the positive number $s(D-s)$ gives
\[
U(D-s)\ge s(V-U)
\quad\Longrightarrow\quad
UD\ge sV
\quad\Longrightarrow\quad
U(s)\ge V\frac{s}{D}.
\]
The right-hand side is the voltage fallen through in a uniform field. By Eq.~(\ref{eq:energy}) the ion is nowhere slower than in that field, so its gap time is at most $2D/v$. It is at least $D/v$, because the speed never exceeds $v$. The delay relative to $L/v$ therefore obeys
\begin{equation}
0\le\Delta t\le\frac{D}{v},\qquad
0\le\frac{\Delta t}{L/v}\le\frac{D}{L}.
\label{eq:bound}
\end{equation}

The condition on the field matters. Take $U=V(s/D)^p$ with $1<p<2$, for which the field grows with distance from zero at the start. An ion at rest there feels no force, so let it leave with a vanishingly small push. The gap time is then
\[
\int_0^D\frac{ds}{v\,(s/D)^{p/2}}=\frac{D}{v}\,\frac{1}{1-p/2},
\]
which exceeds $2D/v$ and grows without limit as $p\to2$. An ion that starts in a weak field lingers there, and a short gap alone does not make the delay small.

\subsection{Sharp tip}

In an atom probe the ion leaves the apex of a needle, where the field is strongest. Take an apex radius $R=40$ nm and a counter electrode at $D=40\ \mu$m. A potential for this geometry can be built from $f=\ln(r+z)$, where $r=\sqrt{x^2+y^2+z^2}$. To show that it satisfies Laplace's equation, differentiate first along the axis:
\[
\frac{\partial f}{\partial z}=\frac{z/r+1}{r+z}=\frac1r,
\qquad
\frac{\partial^2f}{\partial z^2}=-\frac{z}{r^3}.
\]
Across the axis, $\partial f/\partial x=x/[r(r+z)]$, and likewise for $y$. Differentiating once more, adding the two terms and using $x^2+y^2=(r-z)(r+z)$ gives
\begin{align*}
\frac{\partial^2f}{\partial x^2}+\frac{\partial^2f}{\partial y^2}
&=\frac{2}{r(r+z)}-\frac{(x^2+y^2)(2r+z)}{r^3(r+z)^2}\\
&=\frac{2r^2-(r-z)(2r+z)}{r^3(r+z)}
=\frac{z(r+z)}{r^3(r+z)}=\frac{z}{r^3}.
\end{align*}
The sum of all three second derivatives is zero, as required.

The surface $r+z=R$ represents the tip. Squaring $r=R-z$ gives $x^2+y^2=R^2-2Rz$, or
\[
z=\frac R2-\frac{x^2+y^2}{2R}.
\]
This is a paraboloid with its apex at $z=R/2$ and radius of curvature $R$ there. On the axis, at distance $s$ in front of the apex, $r=z=R/2+s$ and hence $r+z=R+2s$. The counter electrode is the surface $r+z=R+2D$. The voltage fallen through must be zero at the tip and $V$ at the counter electrode, so on the axis
\begin{equation}
U(s)=\frac{V}{A}\ln\left(1+\frac{2s}{R}\right),\qquad
A=\ln\left(1+\frac{2D}{R}\right)=\ln 2001=7.601 .
\label{eq:tip}
\end{equation}
The field is
\[
F(s)=\frac{dU}{ds}=\frac{2V}{A(R+2s)} .
\]
It falls with distance, so the bound (\ref{eq:bound}) applies. At the apex it is
\[
F(0)=\frac{2V}{RA}=\frac{2\times5000\ \mathrm{V}}{40\ \mathrm{nm}\times7.601}=32.9\ \mathrm{V/nm}.
\]

By Eq.~(\ref{eq:energy}) the speed at $s$ is $v\sqrt{U/V}$. The gap time is therefore
\[
t_{\rm gap}=\frac{\sqrt A}{v}\int_0^D\frac{ds}{\sqrt{\ln(1+2s/R)}} .
\]
The integrand diverges at $s=0$, where the ion is at rest. Setting $w^2=\ln(1+2s/R)$ removes the divergence. Then $s=\frac R2(e^{w^2}-1)$ and $ds=R\,w\,e^{w^2}dw$, the root in the denominator equals $w$, and the upper limit becomes $\sqrt A$:
\begin{equation}
t_{\rm gap}=\frac{R\sqrt A}{v}\int_0^{\sqrt A}e^{w^2}\,dw .
\label{eq:gap}
\end{equation}
The integral is 394.66, so
\[
t_{\rm gap}=\frac{40\times10^{-9}\ \mathrm{m}\times2.757\times394.66}{1.8563\times10^{5}\ \mathrm{m/s}}
=0.2345\ \mathrm{ns}.
\]
Direct numerical integration of Newton's equation from rest in the same field also gives 0.2345 ns. At full speed the gap would take $D/v=0.2155$ ns, and the delay is the difference, 0.019 ns. The bound allows up to 0.2155 ns, or $4\times10^{-4}$ of the flight time.

The delay lies far below the bound because the voltage drop is concentrated near the apex. Half of it is reached where $\ln(1+2s/R)=A/2$, that is, at
\[
s=\frac R2\left(\sqrt{2001}-1\right)\approx0.87\ \mu\mathrm{m}.
\]
There the ion already has the speed $v/\sqrt2$, with about 98 percent of the gap still ahead. If the mass is calculated from the total time with Eq.~(\ref{eq:mass}), the result is 28.002 Da instead of 28 Da.

\section{Comparison of estimate and solution}

The scaling estimate is $0.76\ \mu$s and the solution is $0.54\ \mu$s. The estimate is too long by a factor $\sqrt2$, or 41 percent of the solution. Comparing Eqs.~(\ref{eq:scaling}) and (\ref{eq:time}) gives $C=1/\sqrt2$. The factor comes from the $\tfrac12$ in the kinetic energy, which dimensional analysis cannot supply.

The estimate does give the correct dependence on mass, voltage and path. Ratios of flight times need no value of $C$: at fixed voltage, path and charge, a mass four times larger doubles the time. If the clock starts exactly when the ion leaves, one ion of known mass is enough to fix $C$ for a given instrument. If the clock has an unknown constant offset, a second known mass is needed.

When the gap is not neglected, $D/L$ is a second dimensionless quantity, and $C$ can depend on it. For a uniform field, Eq.~(\ref{eq:uniform}) gives
\[
C=\frac{1}{\sqrt2}\left(1+\frac DL\right).
\]
It rises from $1/\sqrt2$ for a very short gap to $\sqrt2$ when the field fills the whole path. In the latter limit the time is $2L/v=1.08\ \mu$s. By the bound (\ref{eq:bound}), $C$ stays within this range for every forward field that does not grow along the path. For all such fields the choice $C=1$ is wrong by at most a factor $\sqrt2$ in either direction.

\section{The model beside a real atom probe}

The numbers are roughly those of an atom probe with a straight flight path and a silicon specimen, whose main isotope has a mass close to 28 Da. An apex field of a few tens of volts per nanometre is the range in which silicon atoms leave a cold tip as ions, so the chosen radius and voltage give a field of a reasonable size. At 32.9 V/nm, however, most silicon ions are expected to lose a second electron just outside the tip. By Eq.~(\ref{eq:time}) such an ion arrives after $0.5387\ \mu\mathrm{s}/\sqrt2=0.38\ \mu$s, like a singly charged ion of 14 Da. The numbers below hold only for ions that stay singly charged. A real counter electrode has a hole for the ions, and a real needle is not a perfect paraboloid. The tip delay of 0.019 ns is therefore a size, not a prediction for a particular specimen. For singly charged ions, the largest of the corrections in this section comes from the assumption that the ion stays on the axis. For a flat detector of radius 40 mm, a straight path to the edge has the length
\[
\sqrt{(100\ \mathrm{mm})^2+(40\ \mathrm{mm})^2}=107.7\ \mathrm{mm}.
\]
At the same speed the ion arrives 41.5 ns later than on the axis. This is more than four times the step between 28 and 29 Da. Without correction, Eq.~(\ref{eq:mass}) would assign it a mass of 32.48 Da. The path length must therefore be calculated from the point of impact before a mass is assigned.

At the sizes assumed below, the other effects are smaller than the 9.54 ns step. Each is evaluated with everything else held fixed.

\begin{itemize}
\item If the tip is triggered by a voltage pulse, an ion may leave before or after the peak. If the total voltage is 1 percent below 5 kV and stays constant while the ion crosses the gap, the ion arrives 2.71 ns late, and its apparent mass is 28.28 Da. A pulse only about a nanosecond wide changes during the crossing, and the energy must then be found from the equation of motion. A spread of 1 percent broadens a mass peak noticeably, although it does not move it to the next integer mass. The 1 percent is an assumed value: an energy deficit of $1-28/29$, about 3.4 percent, already gives an apparent mass of 29 Da, and ions leaving well down the flank of a pulse can lose that much.
\item Removing the atom from the surface and ionizing it takes energy that is then missing from the motion. A rough 8 eV out of 5000 eV delays the ion by 0.43 ns.
\item The true isotope mass is lower than 28 Da by roughly 0.02 Da, which shortens the flight by about 0.2 ns.
\item At a specimen temperature of 50 K the thermal energy $kT$ is 4.31 meV. Added to the forward motion, it shortens the flight by $2.3\times10^{-4}$ ns.
\end{itemize}

Relativity can be sized in the same way. Let $\varepsilon=eV/(mc^2)=1.92\times10^{-7}$. The total energy is $(1+\varepsilon)mc^2$, so the speed satisfies
\[
\frac{v^2}{c^2}=1-\frac{1}{(1+\varepsilon)^2}
\approx2\varepsilon\left(1-\frac{3\varepsilon}{2}\right).
\]
The factor $2\varepsilon$ is the non-relativistic result. The time varies as $1/v$ and is longer by the fraction $3\varepsilon/4$, which amounts to $7.7\times10^{-5}$ ns.

For a singly charged ion on the axis, the value $0.54\ \mu$s therefore keeps its two digits under the effects listed, at the sizes assumed; a voltage deficit somewhat above 2 percent would raise it to $0.55\ \mu$s. Assigning masses near 28 Da to within one dalton over the whole detector requires the path correction. Control of the voltage at which each ion leaves then sharpens the mass peaks. It matters more for heavier ions, because a given relative error in voltage shifts every mass by the same fraction. With the counter electrode 40 $\mu$m from the tip, the acceleration distance matters far less than either. This depends on the electrode being close. For large $A$, Eq.~(\ref{eq:gap}) gives a delay of roughly $D/(2Av)$, which is about 2 ns for $D=10$ mm and nearly 20 ns, twice the step between 28 and 29 Da, if the field extends over the whole path. The full set of values is listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
elementary charge                     1.602177e-19 C
one dalton                            1.660539e-27 kg
ion mass, input                       28 Da
ion mass                              4.6495e-26 kg
accelerating voltage, input           5.0 kV
flight path, input                    100 mm
kinetic energy                        8.0109e-16 J
final speed v                         1.8563e+05 m/s
flight time t                         0.5387 us
flight time t                         538.7 ns
K in t = K L sqrt(M/(nV))             0.071987 us/mm (Da, V)
tip radius R, rough input             40 nm
tip to electrode D, rough input       40 um
A = ln(1 + 2D/R)                      7.601
apex field                            32.9 V/nm
integral of exp(w^2) to sqrt(A)       394.66
gap time, integral formula            0.2345 ns
gap time, Newton's equation           0.2345 ns
gap time at full speed, D/v           0.2155 ns
delay by acceleration at the tip      0.0190 ns
bound on relative delay, D/L          4.0e-04
total time, Newton, tip field         0.5387 us
mass recovered from that time         28.002 Da
total time, uniform 10 mm gap         0.5926 us
time step from 28 to 29 Da            9.54 ns
detector radius, rough input          40 mm
path to detector edge                 107.7 mm
shift, detector edge                  +41.5 ns
apparent mass at edge, uncorrected    32.48 Da
voltage deficit in pulse, input       1 percent
shift, voltage deficit                +2.71 ns
apparent mass with that deficit       28.28 Da
removal and ionization, rough input   8 eV
shift, removal and ionization         +0.43 ns
isotope mass below 28, rough input    0.02 Da
shift, isotope mass                   -0.19 ns
specimen temperature, rough input     50 K
thermal energy kT                     4.31 meV
shift, thermal energy                 -2.3e-04 ns
eV/(m c^2)                            1.92e-07
shift, relativity                     +7.7e-05 ns
\end{verbatim}
